\section*{Why biradicals depolarise protons under spinning without microwaves}

\section{What symmetry fixes}

Two electron spins $a,b$ with anisotropic $g$ tensors sit on one molecule in a frozen, spinning sample, and protons surround them. Let $P_{\rm off}$ and $P_{\rm on}$ be the steady proton polarisations without and with microwaves, and $P_{\rm th}$ the thermal value. The measured on-off ratio and the true gain are related by
\begin{equation}
\frac{P_{\rm on}}{P_{\rm off}}=\frac{P_{\rm on}}{P_{\rm th}}\,\frac{P_{\rm th}}{P_{\rm off}} .
\label{ratio}
\end{equation}
The ratio overstates the gain if $0<P_{\rm off}<P_{\rm th}$. The question is when, and why, this holds.

Electron polarisation is counted positive for $\beta$ and proton polarisation positive for $\alpha$, so both are positive in equilibrium. At small polarisation the rate equations are linear, and their only sources are the equilibrium values $\hbar\omega/2k_BT$. Apart from its influence on the relaxation times, temperature therefore cancels in $P_{\rm off}/P_{\rm th}$, which can depend only on ratios of frequencies, ratios of times, passage probabilities and the number of protons per biradical.

Exchanging the labels $a,b$ reverses both $\Delta=\omega_a-\omega_b$ and $P_a-P_b$ but cannot change the proton polarisation. Symmetry alone would also allow a dependence on $P_a+P_b$, but the cross effect derived below responds only to the difference, which must then enter with the sign of $\Delta$, through
\begin{equation}
y=\operatorname{sgn}(\Delta)\,(P_a-P_b),
\end{equation}
the polarisation of the higher-frequency electron minus that of the lower. Depolarisation is a statement about $y$.

\section{The matrix elements}

Write $H/\hbar=\omega_aS_{az}+\omega_bS_{bz}-\omega_nI_z+\dots$, with the isotropic exchange $J\,\mathbf S_a\!\cdot\!\mathbf S_b$ and the dipolar coupling
\begin{equation}
\omega_{dd}\left[\mathbf S_a\!\cdot\!\mathbf S_b-3(\mathbf S_a\!\cdot\!\hat{\mathbf r})(\mathbf S_b\!\cdot\!\hat{\mathbf r})\right],\qquad
\omega_{dd}=\frac{\mu_0g^2\mu_B^2}{4\pi\hbar r^3}.
\end{equation}
In high field only terms conserving $S_{az}+S_{bz}$ matter. The flip-flop operator $S_a^+S_b^-+S_a^-S_b^+$ has coefficient $\tfrac12$ in the scalar product and $\tfrac14\sin^2\theta$ in the second product, where $\theta$ is the angle between $\hat{\mathbf r}$ and the field. The dipolar coefficient is $\tfrac12-\tfrac34\sin^2\theta=-\tfrac14(1-3\cos^2\theta)$, so the element between $\alpha\beta$ and $\beta\alpha$ is
\begin{equation}
w=\frac J2-\frac{\omega_{dd}}4(1-3\cos^2\theta).
\label{w}
\end{equation}

In this pair of states the electrons obey $\tfrac12\Delta\sigma_z+w\sigma_x$, with levels $\pm\tfrac12\Omega$, $\Omega=\sqrt{\Delta^2+4w^2}$. At $\Delta=0$ they anticross with gap $2|w|$. In the eigenbasis, with Pauli matrices $\tau_i$,
\begin{equation}
\sigma_z=\frac{\Delta}{\Omega}\tau_z-\frac{2w}{\Omega}\tau_x .
\end{equation}
Let electron $a$ couple to a proton by $A_{zx}S_{az}I_x=\tfrac12A_{zx}\sigma_zI_x$. The states $|+,\alpha_n\rangle$ and $|-,\beta_n\rangle$ have energies $\pm\tfrac12(\Omega-\omega_n)$ and meet at $\Omega=\omega_n$. The $\tau_x$ term joins them; since $I_x$ has element $\tfrac12$,
\begin{equation}
|V|=\frac12|A_{zx}|\,\frac{2|w|}{\omega_n}\,\frac12=\frac{|A_{zx}w|}{2\omega_n}.
\label{V}
\end{equation}
This is the cross-effect (CE) anticrossing. For $|w|\ll\omega_n$ it lies at $|\Delta|\simeq\omega_n$. A secular coupling $A_{zz}S_{az}I_z$ shifts both states equally and does not move it.

\section{One passage}

Near a crossing let the energy difference be $\alpha t$, $\alpha>0$, and the coupling $e$. Removing the diagonal phases from the amplitudes gives
\begin{equation}
i\dot C_1=eC_2e^{i\alpha t^2/2},\qquad i\dot C_2=eC_1e^{-i\alpha t^2/2}.
\end{equation}
Differentiating the first equation and inserting the second,
\begin{equation}
\ddot C_1-i\alpha t\,\dot C_1+e^2C_1=0 .
\end{equation}
At large $|t|$ one solution is slow, $C_1\sim t^\nu$, where $-i\alpha\nu+e^2=0$ gives $\nu=-ie^2/\alpha$. The other is fast, $\sim e^{i\alpha t^2/2}t^{-1-\nu}$. A system starting in state 1 has only the slow part. Continue it from $t=-R$ to $t=R$ along a large arc in the upper half plane. In the first half of the arc the fast solution is the exponentially larger one and stays absent. In the second it is the smaller one, and even if switched on it cannot alter the slow coefficient. The phase of $t$ falls by $\pi$, so the slow part is multiplied by $e^{-i\pi\nu}=e^{-\pi e^2/\alpha}$. The probability of leaving the original state is
\begin{equation}
p=1-\exp\!\left(-\frac{2\pi e^2}{|\alpha|}\right),
\label{lz}
\end{equation}
the Landau--Zener result; complex conjugation covers $\alpha<0$. Here $e=w$ for an electron-electron passage and $e=V$ for a CE passage. Coherences are assumed to decay between passages, so each exchanges a fraction $p$ of the two populations.

\textbf{CE passage.} At $\Delta=+\omega_n$ the populations concerned are
\begin{align}
n_1&=\tfrac18(1-P_a)(1+P_b)(1+P_n),\\
n_2&=\tfrac18(1+P_a)(1-P_b)(1-P_n).
\end{align}
Multiplying out, $n_1-n_2=\tfrac14[(1-P_aP_b)P_n-(P_a-P_b)]$. Moving $p(n_1-n_2)$ from the first state to the second lowers the proton polarisation by twice that amount:
\begin{equation}
\delta P_n=\frac p2\left[(P_a-P_b)-(1-P_aP_b)P_n\right].
\label{ce}
\end{equation}
$P_a$ changes by $-\delta P_n$ and $P_b$ by $+\delta P_n$. For Boltzmann polarisations the subtraction rule of the hyperbolic tangent gives $(P_a-P_b)/(1-P_aP_b)=\tanh(\hbar\omega_n/2k_BT)=P_{\rm th}$, and the change vanishes. The cross effect by itself does not depolarise; it needs electrons that are out of equilibrium.

From here on $P_aP_b$ is dropped and polarisations are in units of $P_{\rm th}$, so that $P_{a,\rm eq}=\omega_a/\omega_n$. At 9.4~T and 100~K the electron polarisation is 0.063, which makes the neglected product 0.4\% of unity. Including the case $\Delta=-\omega_n$, a CE passage gives $\delta P_n=\tfrac p2(y-P_n)$.

\textbf{Electron-electron passage.} Exchanging a fraction $p$ of the $\alpha\beta$ and $\beta\alpha$ populations multiplies $P_a-P_b$ by $1-2p$. The sign of $\Delta$ also reverses, hence
\begin{equation}
y\to(2p-1)\,y .
\label{ee}
\end{equation}
A perfect passage preserves $y$: the polarisations change places together with the frequencies. An imperfect one erodes it.

\section{The contributions in turn}

Between passages
\begin{equation}
\dot y=\frac{1}{T_{1e}}\left(\frac{|\Delta|}{\omega_n}-y\right).
\label{relax}
\end{equation}

\textbf{Slow rotor.} If $T_{1e}$ is short compared with the time between passages, $y=|\Delta|/\omega_n$, which is 1 at each CE event. The protons stay thermal.

\textbf{Rotor averaging.} If the rotor period $\tau_r$ is much shorter than $T_{1e}$ and all electron passages are perfect, $y$ settles at $m=\langle|\Delta|\rangle/\omega_n$, the average over a turn. For $\Delta=\Delta_0\cos\omega_rt$, $m=2\Delta_0/\pi\omega_n$. CE events require $\Delta_0>\omega_n$. Given that, the result is a loss if $\Delta_0<\pi\omega_n/2$ and a gain without microwaves if $\Delta_0$ is larger. Depolarisation is thus not a necessary result of spinning.

\textbf{Imperfect electron passages.} Keep the sinusoidal $\Delta$ with $\Delta_0>\omega_n$, and let $\tau=\tau_r/2T_{1e}\ll1$. The CE passages are weak enough not to disturb the electrons. Let $y_0$ be the value just after $\Delta=0$. To first order in $\tau$ the next half turn ends at $y_0(1-\tau)+\tau m$, and periodicity with (\ref{ee}) requires
\begin{equation}
y_0=(2p-1)\left[y_0(1-\tau)+\tau m\right].
\end{equation}
Thus
\begin{equation}
y_0=\frac{(2p-1)\tau m}{D},\qquad D=2(1-p)+(2p-1)\tau .
\end{equation}
The two CE events of the half turn lie at $t_1$ and $\tau_r/2-t_1$ and have equal strength. Integrating (\ref{relax}) to each of them and adding, the decay terms give $y_0(2-\tau)$. The two source integrals together cover the half turn once, because $|\Delta|$ is mirror symmetric, and give $\tau m$. The mean of the two values is the polarisation $P^*$ towards which the protons are pulled:
\begin{align}
P^*&=y_0\left(1-\frac\tau2\right)+\frac{\tau m}2\nonumber\\
&=\frac{\tau m}{D}\left[(2p-1)\left(1-\frac\tau2\right)+\frac{1-(2p-1)(1-\tau)}2\right]\nonumber\\
&=\frac{2\Delta_0}{\pi\omega_n}\,\frac{p\,\tau}{2(1-p)+(2p-1)\tau}.
\label{law}
\end{align}
In the bracket the terms in $\tau$ cancel and $p$ remains.

For $p=1$ the averaging result returns. For $p$ near 1 the target is halved when $2(1-p)=\tau$, that is, at a failure probability
\begin{equation}
1-p=\frac{\tau_r}{4T_{1e}} .
\label{threshold}
\end{equation}
Small failures matter because they accumulate over the many turns within $T_{1e}$. With $\Delta_0/2\pi=600$~MHz, $\omega_n/2\pi=400.2$~MHz and $\tau=0.005$, the prefactor is $1200/(400.2\,\pi)=0.954$. Equation (\ref{law}) gives $P^*=0.918$ for $p=0.9999$, $0.190$ for $p=0.99$ and $0.0095$ for $p=0.8$.

\textbf{No electron exchange.} For $p=0$ the target is zero: $P_a-P_b$ stays constant while $\Delta$ changes sign, so opposite CE events cancel. In a powder the magic angle $\beta$ leads to the same end. With rotor axis $\mathbf n$, the average of $b_ib_j$ for the field direction $\mathbf b$ is $\cos^2\!\beta\,n_in_j+\tfrac12\sin^2\!\beta(\delta_{ij}-n_in_j)$, which is $\delta_{ij}/3$ when $\cos^2\beta=1/3$. To first order in the anisotropy each electron frequency then averages to its isotropic value. Two tensors with equal principal values have $\langle\Delta\rangle=0$, so without electron exchange fast spinning leaves no electron difference. A varying $\Delta$ of zero mean must also cross zero, so electron passages cannot be avoided.

\textbf{Nuclear relaxation.} Let one proton per biradical be coupled, and let spin diffusion keep $N$ protons per biradical at one polarisation, common to all orientations. The one-period electron equations are linear, so the mean polarisation delivered per turn has the form $g_0-g_1P_n$, and
\begin{equation}
\dot P_n=\frac{1-P_n}{T_{1n}}+\frac{g_0-g_1P_n}{N\tau_r}.
\end{equation}
Setting this to zero, with $P^*=g_0/g_1$ and $k=T_{1n}g_1/N\tau_r$,
\begin{equation}
P_n=\frac{1+kP^*}{1+k}.
\label{pool}
\end{equation}
Fast nuclear relaxation, $k\ll1$, hides the depolarisation; $k\gg1$ exposes it.

\textbf{Microwaves.} In the frame rotating with the microwaves, $e=\omega_1/2$ in (\ref{lz}), and a passage multiplies the electron polarisation by $1-2p_{\rm mw}$. If this hits the lower-frequency electron, $y$ rises and the protons gain positive polarisation; the other electron gives the opposite sign. Let $\delta$ be the total rise per half turn. For weak irradiation, $p_{\rm mw}\ll\tau$, the electrons stay near equilibrium and $\delta$ is independent of $p$. It adds to $\tau m$ in the periodicity condition. For $1-p\ll1$ and $\tau\ll1$,
\begin{equation}
y_{\rm on}\simeq\frac{\tau m+\delta}{2(1-p)+\tau},\qquad
\frac{y_{\rm on}}{y_{\rm off}}\simeq1+\frac{\delta}{\tau m}.
\label{cancel}
\end{equation}
Imperfect electron passages spoil the hyperpolarised and the reference state by the same factor. If nuclear relaxation is also negligible, $kP^*\gg1$ even without microwaves, the protons follow $y$ and the on-off ratio does not register the damage.

\section{Weighing them in a powder}

Take round model parameters: 9.4~T, 100~K, 10~kHz spinning, $T_{1e}=1$~ms, $T_{1n}=100$~s, $N=100$, $|A_{zx}|/2\pi=3$~MHz and $\omega_1/2\pi=0.5$~MHz. Both tensors have principal values 2.009, 2.006, 2.002. The second is the first turned by $30^\circ$ about $z$, then $70^\circ$ about $y$, then $20^\circ$ about $z$, where $x,y,z$ are the principal axes of the first tensor and stay fixed. The electrons are 1.3~nm apart along the $x+y$ direction of the first tensor, so $\omega_{dd}/2\pi=23.7$~MHz, and $J=0$.

For 500 rotor-axis directions the turn was divided into 1000 steps. Relaxation acts in each step, and a passage acts wherever its resonance condition changes sign. The periodic electron solution gives $g_0$ and $g_1$. Doubling the directions and using 1500 steps changes $P_{\rm off}$ from 0.527 to 0.538 and $P_{\rm on}$ from 300 to 304, so the second figure is already uncertain. At 20 and 40~kHz the gains given below can shift by more than a tenth with the choice of directions. With 8000 directions the 10~kHz values become $P^*=0.49$, $k=9.2$, $P_{\rm off}=0.54$ and $P_{\rm on}=305$, and the loss from imperfect passages 0.40 instead of 0.41; at 20 and 40~kHz $P_{\rm off}$ becomes 0.37 and 0.27 and the gains 189 and 115. The on-off ratios move by 2\% or less. Further digits are kept only to show the arithmetic.

Without microwaves $P^*=0.478$ and $k=9.55$, so (\ref{pool}) gives
\begin{equation}
P_{\rm off}=\frac{1+9.55\times0.478}{10.55}=0.527 .
\end{equation}
Setting $p=1$ in all electron passages raises the target to 0.889. Taken in this order, the contributions are
\begin{equation}
1-\underbrace{0.111}_{\text{averaging}}-\underbrace{0.411}_{\text{imperfect passages}}+\underbrace{0.049}_{\text{nuclear relaxation}}=0.527 .
\end{equation}
Imperfect passages dominate, although the median passage is perfect to five decimals. The threshold (\ref{threshold}) is 0.025, and about a fifth of the crossings fail more often than that. It was derived for two crossings per turn; about half the orientations here have four, so it serves only as a guide. With $J=0$, (\ref{w}) vanishes at $3\cos^2\theta=1$, and crossings near this angle are weakly coupled. Setting $p=0$ throughout gives a target of zero within 0.001 and $P_{\rm off}=0.096$, maintained by nuclear relaxation.

A scan of the microwave frequency in steps of 0.001 in $g$ gives its largest positive polarisation at $g=2.004$ (263.66~GHz), which is then kept fixed. The true gain is 300, while the on-off ratio is $300/0.527=570$, too large by a factor 1.9. The electrons are 657 times more polarised than thermal protons. The ratio would suggest that 87\% of this had been transferred; the true figure is 46\%.

\begin{center}
\begin{tabular}{cccc}
Spinning (kHz) & $P_{\rm off}/P_{\rm th}$ & True gain & On-off ratio\\
1 & 0.84 & 475 & 563\\
5 & 0.69 & 396 & 575\\
10 & 0.53 & 300 & 570\\
20 & 0.36 & 180 & 507\\
40 & 0.25 & 106 & 420
\end{tabular}
\end{center}
From 1 to 10~kHz the gain falls by about a third, while the ratio changes by only a few per cent. The losses in $P_{\rm on}$ and $P_{\rm off}$ largely cancel in the ratio, as they do in (\ref{cancel}). The irradiation here is not weak, however, so that equation does not predict how nearly constant the ratio is. Nuclear relaxation contributes to the constancy: without it the ratio would rise by about a tenth from 1 to 10~kHz. At 20 and 40~kHz the ratio falls too, mainly because nuclear relaxation holds up $P_{\rm off}$: as $P^*$ drops, the 1 in the numerator of (\ref{pool}) is no longer small beside $kP^*$.

Now set $J/2\pi=20$~MHz. Since $23.7/4=5.9$, $w/2\pi$ runs from $10-5.9=4.1$ to $10+11.8=21.8$~MHz and has no zero. The target rises to 0.885, close to the 0.889 of forced perfect passages, and $P_{\rm off}=0.89$. The true gain becomes 491 and the on-off ratio 553. At this fixed microwave frequency the on-off ratios of the two biradicals are nearly equal (570 against 553), while in true gain the one with $J=0$ is worse by a factor 1.6. The frequency was chosen for $J=0$. For $J/2\pi=20$~MHz the gain peaks near $g=2.0037$ at about 555; with each biradical at its best frequency the ratios are about 570 and 625, a tenth apart, and the true gains differ by a factor 1.8. Exchange does not help in general: by (\ref{w}), $w$ keeps a zero for $-\omega_{dd}\le J\le\omega_{dd}/2$. At $J/2\pi=10$~MHz, where $w$ is small over a wide range of angles near $\theta=90^\circ$, the target falls to about 0.1 and the true gain to about 70.

\section{Where the result fails}

The overstatement disappears when the electrons relax between passages, when $k\ll1$, or when $P^*$ reaches 1. If nearly perfect passages are combined with $\langle|\Delta|\rangle>\omega_n$, $P_{\rm off}$ can exceed $P_{\rm th}$ and the on-off ratio understates the gain.

The numbers, and the ranking of the contributions, belong to this model and this geometry; they are not those of any real biradical. It omits nitrogen hyperfine structure, couplings between biradicals, coherence between passages, and the spread of proton couplings; equation (\ref{lz}) also loses accuracy where $\Delta$ turns round close to a resonance. Polarisation is not yet signal: protons too close to the electrons to be observed, and the build-up time, need separate accounting. To obtain the true gain, $P_{\rm off}$ must itself be compared with a thermal reference, such as the same matrix without the biradical, with those signal losses corrected for.

All numerical values are calculated from the stated model.
